# The Reduced C^k Element between Spinor Harmonics as One 3j Symbol: test program

```python
"""
Result under test: the reduced element of C^k between spinor harmonics,
  <K||C^k||K'> = (-1)^(j+1/2) sqrt((2j+1)(2j'+1)) 3j(j k j'; 1/2 0 -1/2) * parity,
  parity = 1 if l+k+l' is even, else 0,
and its equality with <-K||C^k||-K'> (small components of Dirac orbitals).
Symbols: K = kappa, j = |K|-1/2, l = K (K>0) or -K-1 (K<0);
C^k_q = sqrt(4 pi/(2k+1)) Y_kq; Condon-Shortley phases, coupling order (l, spin);
<jm|C^k_q|j'm'> = (-1)^(j-m) 3j(j k j'; -m q m') <j||C^k||j'>.
Names ending in 2 hold doubled angular momenta, so that they are integers.
Dirac orbital: (P Omega_K, i Q Omega_-K)/r.
"""
from functools import lru_cache
from math import factorial, gamma, pi, sqrt
import numpy as np
from scipy import constants as const
from scipy.special import lpmv
from sympy import Rational
from sympy.physics.wigner import clebsch_gordan, wigner_3j, wigner_6j


def half(n):
    return Rational(n, 2)


@lru_cache(maxsize=None)
def three_j(a2, b2, c2, ma2, mb2, mc2):
    return float(wigner_3j(half(a2), half(b2), half(c2),
                           half(ma2), half(mb2), half(mc2)))


def orbital_l(kappa):
    return kappa if kappa > 0 else -kappa - 1


def j_doubled(kappa):
    return 2 * abs(kappa) - 1


def m_values(kappa):
    j2 = j_doubled(kappa)
    return list(range(-j2, j2 + 1, 2))


def sph_harm(l, m, theta, phi):
    if abs(m) > l:
        return np.zeros(len(theta), dtype=complex)
    if m < 0:
        return (-1) ** m * np.conj(sph_harm(l, -m, theta, phi))
    norm = sqrt((2 * l + 1) / (4 * pi) * factorial(l - m) / factorial(l + m))
    return norm * lpmv(m, l, np.cos(theta)) * np.exp(1j * m * phi)


def spinor(kappa, m2, theta, phi):
    """Omega_(kappa,m) built from its Clebsch-Gordan definition."""
    l, j2 = orbital_l(kappa), j_doubled(kappa)
    parts = []
    for s2 in (1, -1):
        ml = (m2 - s2) // 2
        if abs(ml) > l:
            parts.append(np.zeros(len(theta), dtype=complex))
            continue
        cg = float(clebsch_gordan(l, half(1), half(j2), ml, half(s2), half(m2)))
        parts.append(cg * sph_harm(l, ml, theta, phi))
    return np.array(parts)


def reduced_formula(ka, kb, k):
    if (orbital_l(ka) + k + orbital_l(kb)) % 2:
        return 0.0
    ja2, jb2 = j_doubled(ka), j_doubled(kb)
    return ((-1) ** ((ja2 + 1) // 2) * sqrt((ja2 + 1) * (jb2 + 1))
            * three_j(ja2, 2 * k, jb2, 1, 0, -1))


@lru_cache(maxsize=None)
def geometry(ja2, k, jb2):
    """Wigner-Eckart factors, indexed by m, q, m'."""
    g = np.zeros((ja2 + 1, 2 * k + 1, jb2 + 1))
    for a, m2 in enumerate(range(-ja2, ja2 + 1, 2)):
        for b, n2 in enumerate(range(-jb2, jb2 + 1, 2)):
            q = (m2 - n2) // 2
            if abs(q) <= k:
                g[a, q + k, b] = ((-1) ** ((ja2 - m2) // 2)
                                  * three_j(ja2, 2 * k, jb2, -m2, 2 * q, n2))
    return g


# Angular product grid, exact for all integrands used here
cos_nodes, cos_weights = np.polynomial.legendre.leggauss(14)
n_phi = 24
theta = np.repeat(np.arccos(cos_nodes), n_phi)
phi = np.tile(2 * pi * np.arange(n_phi) / n_phi, len(cos_nodes))
weight = np.repeat(cos_weights, n_phi) * 2 * pi / n_phi
kappas = [-3, -2, -1, 1, 2, 3]
k_max = 6
spin = {K: np.array([spinor(K, m2, theta, phi) for m2 in m_values(K)])
        for K in kappas}
c_tensor = {k: np.array([sqrt(4 * pi / (2 * k + 1)) * sph_harm(k, q, theta, phi)
                         for q in range(-k, k + 1)]) for k in range(k_max + 1)}


def integrate(bra, ket, k):
    density = np.einsum('asn,bsn->abn', bra.conj(), ket) * weight
    return np.einsum('abn,qn->aqb', density, c_tensor[k])


# Every component of every matrix element, by quadrature, against the formula
numeric = {}
largest_error = 0.0
n_components = 0
for ka in kappas:
    for kb in kappas:
        for k in range(k_max + 1):
            matrix = integrate(spin[ka], spin[kb], k)
            geo = geometry(j_doubled(ka), k, j_doubled(kb))
            error = np.abs(matrix - geo * reduced_formula(ka, kb, k)).max()
            largest_error = max(largest_error, error)
            n_components += matrix.size
            numeric[ka, kb, k] = float(np.sum(geo * matrix).real)
assert largest_error < 1e-11

# Large/small equality and exchange rule, on the quadrature values
largest_ls = 0.0
for (ka, kb, k), value in numeric.items():
    largest_ls = max(largest_ls, abs(value - numeric[-ka, -kb, k]))
    swap_sign = (-1) ** (abs(ka) - abs(kb))
    assert abs(numeric[kb, ka, k] - swap_sign * value) < 1e-11
assert largest_ls < 1e-11
for K in kappas:
    assert abs(numeric[K, K, 0] - sqrt(j_doubled(K) + 1)) < 1e-11

# (sigma.n) Omega_K = -Omega_-K at all grid points
n_x, n_y = np.sin(theta) * np.cos(phi), np.sin(theta) * np.sin(phi)
n_z = np.cos(theta)
sigma_n = np.array([[n_z, n_x - 1j * n_y], [n_x + 1j * n_y, -n_z]])
for K in kappas:
    turned = np.einsum('stn,atn->asn', sigma_n, spin[K])
    assert np.abs(turned + spin[-K]).max() < 1e-12

# Values at the north pole, and the reduced element recovered from them
origin = np.zeros(1)
pole = {K: {m2: spinor(K, m2, origin, origin)[:, 0] for m2 in m_values(K)}
        for K in kappas}
for K in kappas:
    for m2, value in pole[K].items():
        expected = np.zeros(2)
        if abs(m2) == 1:
            eta = 1 if K < 0 else -m2
            expected[0 if m2 == 1 else 1] = eta * sqrt((j_doubled(K) + 1) / (8 * pi))
        assert np.abs(value - expected).max() < 1e-12
for (ka, kb, k), value in numeric.items():
    ja2, jb2 = j_doubled(ka), j_doubled(kb)
    total = 0.0
    for m2 in range(-min(ja2, jb2), min(ja2, jb2) + 1, 2):
        rho = np.vdot(pole[ka][m2], pole[kb][m2]).real
        total += (4 * pi * (-1) ** ((ja2 - m2) // 2) * rho
                  * three_j(ja2, 2 * k, jb2, -m2, 0, m2))
    assert abs(total - value) < 1e-11

# Recoupling expression with a 6j symbol
for (ka, kb, k), value in numeric.items():
    la, lb, ja2, jb2 = orbital_l(ka), orbital_l(kb), j_doubled(ka), j_doubled(kb)
    orbital_3j = three_j(2 * la, 2 * k, 2 * lb, 0, 0, 0)
    recoupled = 0.0
    if orbital_3j != 0.0:
        six = float(wigner_6j(la, half(ja2), half(1), half(jb2), lb, k))
        phase = (-1) ** (la + (1 + jb2) // 2 + k) * (-1) ** la
        recoupled = (phase * six * orbital_3j
                     * sqrt((ja2 + 1) * (jb2 + 1) * (2 * la + 1) * (2 * lb + 1)))
    assert abs(recoupled - value) < 1e-11

# Sum rule over all final spinors
for K in kappas:
    for k in range(4):
        strength = sum(reduced_formula(K, other, k) ** 2
                       for other in range(-8, 9) if other != 0)
        assert abs(strength - (j_doubled(K) + 1)) < 1e-12
sum_rule_example = sum(numeric[-1, other, 2] ** 2 for other in kappas)
assert abs(sum_rule_example - 2) < 1e-11

# Phase convention i^l: large and small elements then differ in sign here
phased = {K: (1j) ** orbital_l(K) * spin[K] for K in (-1, 1)}
geo = geometry(1, 1, 1)
phased_large = np.sum(geo * integrate(phased[-1], phased[1], 1))
phased_small = np.sum(geo * integrate(phased[1], phased[-1], 1))
phase_ratio = (phased_large / phased_small).real
assert abs(phased_large) > 0.1 and abs(phased_large + phased_small) < 1e-11

# Dirac-Coulomb orbitals; lengths in units of hbar/(m c)
alpha = const.fine_structure
compton_pm = const.hbar / (const.m_e * const.c) * 1e12
rest_kev = const.m_e * const.c ** 2 / const.e / 1e3


class Orbital:
    def __init__(self, Z, n, kappa):
        self.kappa, self.zeta = kappa, Z * alpha
        zeta = self.zeta
        self.power = sqrt(kappa ** 2 - zeta ** 2)
        n_r = n - abs(kappa)
        root = sqrt(zeta ** 2 + (n_r + self.power) ** 2)
        self.W = (n_r + self.power) / root
        self.decay = zeta / root
        self.binding = self.decay ** 2 / (1 + self.W)
        a, b = [1.0], [(self.power + kappa) / zeta]
        for i in range(1, n_r + 1):
            lhs = [[self.power + i + kappa, -zeta], [zeta, self.power + i - kappa]]
            rhs = [self.decay * a[-1] + (self.W + 1) * b[-1],
                   self.decay * b[-1] + self.binding * a[-1]]
            new_a, new_b = np.linalg.solve(lhs, rhs)
            a.append(new_a)
            b.append(new_b)
        self.a, self.b = np.array(a), np.array(b)
        scale = np.sign(self.a[-1]) / sqrt(sum(radial_parts(self, self, 0)))
        self.a, self.b = self.a * scale, self.b * scale

    def PQ(self, x):
        envelope = x ** self.power * np.exp(-self.decay * x)
        return (envelope * np.polyval(self.a[::-1], x),
                envelope * np.polyval(self.b[::-1], x))


def radial_parts(u, v, p):
    """Integrals of x^p P P' and x^p Q Q' by gamma functions."""
    rate = u.decay + v.decay
    large = small = 0.0
    for i in range(len(u.a)):
        for j in range(len(v.a)):
            s = u.power + v.power + i + j + p + 1
            moment = gamma(s) / rate ** s
            large += u.a[i] * v.a[j] * moment
            small += u.b[i] * v.b[j] * moment
    return large, small


Z = 50
states = {'1s1/2': Orbital(Z, 1, -1), '2p1/2': Orbital(Z, 2, 1),
          '2p3/2': Orbital(Z, 2, -2)}
# Radial Dirac equations by central differences
for orb in states.values():
    x = np.linspace(0.5, 12, 24)
    h = 1e-4
    P, Q = orb.PQ(x)
    P_up, Q_up = orb.PQ(x + h)
    P_dn, Q_dn = orb.PQ(x - h)
    res_1 = ((P_up - P_dn) / (2 * h) + orb.kappa * P / x
             - (orb.W + 1 + orb.zeta / x) * Q)
    res_2 = ((Q_up - Q_dn) / (2 * h) - orb.kappa * Q / x
             + (orb.W - 1 + orb.zeta / x) * P)
    assert max(np.abs(res_1).max(), np.abs(res_2).max()) < 1e-6


def four_component(orb, m2, x):
    P, Q = orb.PQ(x)
    upper = spinor(orb.kappa, m2, theta, phi)
    lower = spinor(-orb.kappa, m2, theta, phi)
    return np.concatenate([P[None, :, None] * upper[:, None, :],
                           1j * Q[None, :, None] * lower[:, None, :]])


ground = states['1s1/2']
nodes, node_weights = np.polynomial.legendre.leggauss(200)
results = {}
for name in ('2p1/2', '2p3/2'):
    upper_state = states[name]
    large, small = radial_parts(ground, upper_state, 1)
    angular = reduced_formula(-1, upper_state.kappa, 1)
    x_max = 80 / (ground.decay + upper_state.decay)
    x = (nodes + 1) * x_max / 2
    psi_a = four_component(ground, 1, x)
    psi_b = four_component(upper_state, 1, x)
    density = np.sum(psi_a.conj() * psi_b, axis=0)
    direct = np.einsum('rn,r,n->', density, node_weights * x_max / 2 * x,
                       weight * np.cos(theta))
    we_factor = three_j(1, 2, j_doubled(upper_state.kappa), -1, 0, 1)
    factorized = we_factor * angular * (large + small)
    assert abs(direct - factorized) < 1e-8 * abs(factorized)
    results[name] = dict(angular=angular, large=large * compton_pm,
                         small=small * compton_pm,
                         radial=(large + small) * compton_pm,
                         reduced=angular * (large + small) * compton_pm,
                         component=direct.real * compton_pm)

# Nonrelativistic limit of the radial integral, from hydrogen at Z = 1
nonrel = 256 / (81 * sqrt(6))
for n, K in ((2, 1), (2, -2)):
    value = sum(radial_parts(Orbital(1, 1, -1), Orbital(1, n, K), 1)) * alpha
    assert abs(value - nonrel) < 2e-4
bohr_pm = compton_pm / alpha
nonrel_pm = nonrel * bohr_pm / Z
angular_ratio = (results['2p3/2']['angular'] / results['2p1/2']['angular']) ** 2
strength_ratio = (results['2p3/2']['reduced'] / results['2p1/2']['reduced']) ** 2
assert abs(angular_ratio - 2) < 1e-12


def clean(value, digits=6):
    return f"{round(float(value), digits) + 0.0:.{digits}f}"


print(f"Matrix-element components tested: {n_components}")
print(f"Largest kappa magnitude: {max(kappas)}, largest k: {k_max}")
print(f"Largest deviation quadrature - formula: {largest_error:.1e}")
print(f"Largest deviation large - small: {largest_ls:.1e}")
print("Reduced elements by quadrature (dimensionless):")
for ka, kb, k in ((-1, -1, 0), (-1, -1, 1), (-1, 1, 1), (-1, -2, 1),
                  (-2, -2, 2), (1, -2, 2), (-2, 2, 1), (-2, -3, 3)):
    symbol = three_j(j_doubled(ka), 2 * k, j_doubled(kb), 1, 0, -1)
    print(f" kappa={ka:2d} kappa'={kb:2d} k={k}: 3j={clean(symbol)}"
          f" large={clean(numeric[ka, kb, k])}"
          f" small={clean(numeric[-ka, -kb, k])}")
print(f"Sum of squares, kappa=-1, k=2: {clean(sum_rule_example)}")
print(f"Large/small ratio with i^l phases, kappa=-1, kappa'=1, k=1:"
      f" {clean(phase_ratio, 3)}")
print(f"One-electron ion, Z = {Z}, Z*alpha = {Z * alpha:.6f}")
print(f"Reduced Compton length: {compton_pm:.6f} pm")
for name, orb in states.items():
    print(f"Binding energy {name}: {orb.binding * rest_kev:.4f} keV")
for name, res in results.items():
    print(f"1s1/2-{name} angular factor: {res['angular']:.6f}")
    print(f"1s1/2-{name} radial, large part: {res['large']:.6f} pm")
    print(f"1s1/2-{name} radial, small part: {res['small']:.6f} pm")
    print(f"1s1/2-{name} radial, total: {res['radial']:.6f} pm")
    print(f"1s1/2-{name} reduced element of r C1: {res['reduced']:.6f} pm")
    print(f"1s1/2-{name} m=m'=1/2 element of z, direct: {res['component']:.6f} pm")
print(f"Nonrelativistic radial integral: {nonrel_pm:.6f} pm")
print(f"Line-strength ratio 2p3/2 : 2p1/2, angular only: {angular_ratio:.6f}")
print(f"Line-strength ratio 2p3/2 : 2p1/2, Dirac: {strength_ratio:.6f}")
print("ALL CHECKS PASSED")
```

Printed output:

```
Matrix-element components tested: 28224
Largest kappa magnitude: 3, largest k: 6
Largest deviation quadrature - formula: 3.6e-15
Largest deviation large - small: 5.6e-16
Reduced elements by quadrature (dimensionless):
 kappa=-1 kappa'=-1 k=0: 3j=-0.707107 large=1.414214 small=1.414214
 kappa=-1 kappa'=-1 k=1: 3j=0.408248 large=0.000000 small=0.000000
 kappa=-1 kappa'= 1 k=1: 3j=0.408248 large=-0.816497 small=-0.816497
 kappa=-1 kappa'=-2 k=1: 3j=0.408248 large=-1.154701 small=-1.154701
 kappa=-2 kappa'=-2 k=2: 3j=-0.223607 large=-0.894427 small=-0.894427
 kappa= 1 kappa'=-2 k=2: 3j=-0.316228 large=0.894427 small=0.894427
 kappa=-2 kappa'= 2 k=1: 3j=-0.129099 large=-0.516398 small=-0.516398
 kappa=-2 kappa'=-3 k=3: 3j=0.169031 large=0.828079 small=0.828079
Sum of squares, kappa=-1, k=2: 2.000000
Large/small ratio with i^l phases, kappa=-1, kappa'=1, k=1: -1.000
One-electron ion, Z = 50, Z*alpha = 0.364868
Reduced Compton length: 0.386159 pm
Binding energy 1s1/2: 35.2286 keV
Binding energy 2p1/2: 8.8844 keV
Binding energy 2p3/2: 8.5755 keV
1s1/2-2p1/2 angular factor: -0.816497
1s1/2-2p1/2 radial, large part: 1.327257 pm
1s1/2-2p1/2 radial, small part: -0.027945 pm
1s1/2-2p1/2 radial, total: 1.299312 pm
1s1/2-2p1/2 reduced element of r C1: -1.060884 pm
1s1/2-2p1/2 m=m'=1/2 element of z, direct: -0.433104 pm
1s1/2-2p3/2 angular factor: -1.154701
1s1/2-2p3/2 radial, large part: 1.274280 pm
1s1/2-2p3/2 radial, small part: 0.022148 pm
1s1/2-2p3/2 radial, total: 1.296428 pm
1s1/2-2p3/2 reduced element of r C1: -1.496987 pm
1s1/2-2p3/2 m=m'=1/2 element of z, direct: 0.611142 pm
Nonrelativistic radial integral: 1.365559 pm
Line-strength ratio 2p3/2 : 2p1/2, angular only: 2.000000
Line-strength ratio 2p3/2 : 2p1/2, Dirac: 1.991132
ALL CHECKS PASSED
```
